\section*{When heavy simulation packets bias Langmuir coverage, and when they do not}

\section{A correction that creates the error}

A particle simulation of an atomic-layer-deposition dose sends ten heavy packets to a small patch. The patch ends with 10.7\% of its sites vacant, where the Langmuir law gives 13.5\%. The packet weight is blamed, and the update at each hit is replaced by an exponential factor that reproduces 13.5\% for ten hits. If the number of packets reaching the patch follows a Poisson distribution, this repair is a mistake: the original algorithm had the correct mean, and the repaired one overestimates the mean vacancy by 21\%.

The belief behind the repair is that heavy packets add bias as well as noise, because finite deposition steps replace exponential depletion by a product of discrete factors. The product is real. Whether it produces a bias depends on how the number of factors is distributed, and on whether the uptake is linear in the vacancy.

\section{Why the belief tempts}

Let $v=1-\theta$ be the vacant fraction of one type of site, with $v=1$ at the start. Adsorption is irreversible, and an incident molecule sticks with probability $sv$. Let $F$ be the number of incident molecules per site. The mean-field Langmuir law is
\begin{equation}
\frac{dv}{dF}=-sv,\qquad v=e^{-x},\qquad x=sF .
\end{equation}
A packet carries $w$ molecules per site of the patch. In the expected-deposit scheme a hit fills the fraction $wsv$ of the sites, so that
\begin{equation}
v\longrightarrow v-wsv=(1-a)v,\qquad a=sw .
\end{equation}
We take $a\le 1$, so that $v$ cannot become negative. The dose $F$ corresponds to $F/w=x/a$ packets. If exactly this number hits the patch,
\begin{equation}
v_{\rm fixed}=(1-a)^{x/a}
=\exp\!\left[\frac{x}{a}\ln(1-a)\right]
\simeq e^{-x}\left(1-\frac{ax}{2}\right),
\end{equation}
where $\ln(1-a)=-a-a^2/2-\dots$ was used and $ax$ is small. The vacancy is too low because each packet deposits at the rate set by the vacancy before its arrival, although that vacancy should fall while the packet is being absorbed.

For $x=2$ and $a=0.20$ there are ten hits, and $0.8^{10}=0.1074$ against $e^{-2}=0.1353$, a relative error of $-21\%$. As a statement about a prescribed number of hits, the belief is correct.

\section{The count fluctuates, and the mean is restored}

Independent arrivals at a flux that does not depend on coverage give a Poisson number of hits $n$ with mean $M=x/a$. For any number $z$,
\begin{equation}
E[z^n]=\sum_{n=0}^{\infty}e^{-M}\frac{(Mz)^n}{n!}=e^{-M(1-z)} .
\label{eq:pgf}
\end{equation}
With $z=1-a$,
\begin{equation}
E[v]=\exp\!\left[-\frac{x}{a}\,a\right]=e^{-x}
\end{equation}
for every $a\le1$. The packet weight has cancelled without any expansion.

To see how this agrees with the negative error at fixed count, expand for small $a$. The exponent $n\ln(1-a)\simeq-na$ has variance $a^2M=ax$. Averaging an exponential over such a fluctuation raises it by the relative amount $ax/2$, half the variance. This offsets the finite-step error $-ax/2$.

The noise remains. Setting $z=(1-a)^2$ in Eq.~(\ref{eq:pgf}) gives
\begin{align}
E[v^2]&=\exp\!\left[-\frac{x}{a}(2a-a^2)\right]=e^{-2x+ax},\\
\operatorname{Var}v&=E[v^2]-E[v]^2=e^{-2x}\left(e^{ax}-1\right).
\end{align}
In the example the standard deviation is $0.1353\sqrt{e^{0.4}-1}=0.095$, which is 70\% of the mean.

The distribution is also skewed, so a single run can mislead. Eight hits leave $0.8^8=0.168$ and nine leave $0.134$; every run with nine or more hits therefore lies below the exponential law. These are 67\% of the runs. The rarer runs with few hits have large vacancies and restore the mean. Taking logarithms before averaging discards this compensation:
\begin{equation}
E[\ln v]=\frac{x}{a}\ln(1-a)<-x .
\end{equation}
The geometric mean is thus 0.107, the fixed-count value. A dose inferred by averaging $-\ln v$ over patches would be 2.23 instead of 2. The bias there belongs to the nonlinear observable, since the mean coverage has none.

\section{Sampling rules that do bias the result}

\subsection{A prescribed launch total}

Suppose that exactly $N$ packets are launched, and each hits a given patch with probability $p$. One launch multiplies the mean vacancy by $(1-p)+p(1-a)=1-pa$. The launches are independent and the expected number of hits is $Np=x/a$, so $pa=x/N$ and
\begin{equation}
E[v]=\left(1-\frac{x}{N}\right)^N\simeq e^{-x}\left(1-\frac{x^2}{2N}\right).
\end{equation}
The approximation holds for $x^2\ll N$. For $p=1$ this is the fixed-count result. Otherwise the bias is governed by the total number launched, not by the number per patch. With a mean of ten hits per patch, 40 packets on four equal patches give 0.1285, or $-5\%$; a direct simulation gave $0.1284\pm0.0001$ (one standard error). With 1000 packets on 100 patches the bias is $-0.2\%$, although each packet is as heavy relative to its patch as before. Drawing the total itself from a Poisson distribution removes the bias.

\subsection{The exponential repair and clipping}

Replacing $1-a$ by $e^{-a}$ makes the fixed-count result correct, since $(e^{-a})^{x/a}=e^{-x}$. For Poisson hits, Eq.~(\ref{eq:pgf}) with $z=e^{-a}$ gives instead
\begin{equation}
E[v]=\exp\!\left[-\frac{x}{a}(1-e^{-a})\right]
\simeq e^{-x}\left(1+\frac{ax}{2}\right).
\end{equation}
The step error has been removed while the count fluctuation remains. In the example the mean is 0.163, an error of $+21\%$.

If $a>1$, the linear update makes the vacancy negative. Clipping it at zero means that the first hit fills the patch. Only patches without a hit contribute, and $E[v]=e^{-x/a}$. For $a=2$ and $x=2$ this is 0.368 instead of 0.135. This bias does come from excessive weight, through the clipping.

\subsection{All-or-nothing sticking}

Another scheme lets the whole packet stick with probability $sv$. Let $w=1/K$ with integer $K$, so that the patch consists of $K$ units and $v=k/K$. Packets arrive at the rate $K$ per unit $F$, and the next unit is filled at the rate $K\,s\,k/K=sk$. This is the rate for $k$ units that fill independently, each at rate $s$. Each survives with probability $e^{-x}$, and $k$ is binomial:
\begin{equation}
E[v]=e^{-x},\qquad \operatorname{Var}v=w\,e^{-x}(1-e^{-x}).
\end{equation}
The mean is again unbiased. For $w=0.2$ the standard deviation is 0.153. At the same weight and $s=0.01$, expected deposits have $a=0.002$ and a standard deviation of only 0.009. If $1/w$ is not an integer, the last packet does not fit and clipping returns.

\section{Transport feedback: a real bias}

Both schemes were unbiased because the mean uptake was proportional to $v$, so that the equation for $E[v]$ involved no higher moment. In a deep feature a rejected molecule hits the wall again, and this proportionality is lost.

\subsection{Uptake of a spherical pore}

Consider a sphere of radius $R$ whose mouth is a fraction $f$ of the spherical surface. Molecules fly ballistically and leave the wall with a cosine distribution. A chord making the angle $\beta$ with the normal at one end makes the same angle at the other, and has length $2R\cos\beta$. The probability of landing on an element $dA$ is therefore
\begin{equation}
\frac{\cos\beta}{\pi}\,\frac{\cos\beta\,dA}{(2R\cos\beta)^2}=\frac{dA}{4\pi R^2}.
\end{equation}
Landing is uniform, and each flight from the wall ends in the mouth with probability $f$. An isotropic gas entering through the flat mouth has the same rays as cosine emission from the missing cap, restricted to rays that reach the wall. Its first hits are therefore uniform on the wall too, and one vacancy $v$ can describe the whole wall on average.

Keep $v$ fixed during one packet's flight and write $q=sv$. After each hit a molecule is still free and inside with probability $(1-q)(1-f)$. Summing the geometric series over hits gives the deposited fraction
\begin{equation}
P(v)=\frac{q}{1-(1-q)(1-f)}=\frac{sv}{f+(1-f)sv},
\quad
P'(v)=\frac{sf}{[f+(1-f)sv]^2}.
\end{equation}
The slope falls as $v$ rises, so $P$ is concave. With $F$ now counting molecules entering per wall site, the mean-field law $dv/dF=-P$ integrates to
\begin{equation}
F=\int_{v_F}^{1}\frac{dv}{P}
=\frac{f}{s}\ln\frac{1}{v_F}+(1-f)(1-v_F).
\end{equation}

\subsection{The bias to first order in packet weight}

Let packets enter as a Poisson process, at the rate $1/w$ per unit $F$. Each deposits $w\eta$, with $E[\eta]=P(v)$ and $E[\eta^2]=Q(v)$. Let $\Phi(\tau,v)$ be the mean-field vacancy reached from $v$ after a further dose $\tau$. The average $E[\Phi(F-t,v_t)]$ equals $v_F$ at $t=0$ and $E[v]$ at $t=F$. The bias is the integral of its rate of change,
\begin{equation}
E\left[-\Phi_\tau+\frac{\Phi(v-w\eta)-\Phi(v)}{w}\right]
=E\left[-\Phi_\tau-P\Phi_v+\frac w2Q\Phi_{vv}\right]+O(w^2).
\end{equation}
A small initial dose $\delta$ merely moves the starting point to $v-P\delta$, so $\Phi_\tau=-P\Phi_v$ and the first two terms cancel. To leading order the last term may be evaluated on the mean-field path.

The second derivative follows from $\int_\Phi^v du/P(u)=\tau$. Differentiating at fixed $\tau$, once and then again,
\begin{align}
\Phi_v&=\frac{P(\Phi)}{P(v)},\\
\Phi_{vv}&=\frac{P'(\Phi)\Phi_v}{P(v)}-\frac{P(\Phi)P'(v)}{P(v)^2}
=\frac{P(\Phi)}{P(v)^2}\,[P'(\Phi)-P'(v)].
\end{align}
On the path $\Phi=v_F$ and $dt=-dv/P$. With the subscript $F$ denoting values at $v_F$,
\begin{equation}
E[v]-v_F\simeq\frac w2P_F\int_{v_F}^1\frac{Q}{P^3}\,(P'_F-P')\,dv .
\label{eq:bias}
\end{equation}
For linear $P$ the bracket is zero. For concave $P$ it is positive, and the vacancy is biased upward, opposite to the direction that the discrete product suggests.

If each packet deposits its expected amount, $Q=P^2$ and
\begin{equation}
E[v]-v_F\simeq\frac w2P_F\left[FP'_F-\ln\frac{P(1)}{P_F}\right].
\end{equation}
The two terms have separate origins. Since $d^2v/dF^2=PP'$, a finite step $-wP$ misses $w^2PP'/2$. Carried to the end by the factor $\Phi_v=P_F/P$ and summed over steps, this gives $-(w/2)P_F\int P'\,dt$, which is the logarithmic term. The delivered dose has variance $w^2(F/w)=wF$; half of this times the final curvature $P_FP'_F$ gives the first term. On an open patch $FP'_F=sF$ and $\ln[P(1)/P_F]=\ln(1/v_F)=sF$, and they cancel.

Two limits follow from $P$. If $s\ll f$, escape dominates, $P\simeq sv/f$ is linear, and the bias disappears at this order. If $sv\gg f$ throughout the dose and $f\ll1$, almost every entering molecule is captured, $P\simeq1$ has no slope, and the bias again disappears at leading order. The first-order term matters when capture and escape compete. In the capture limit heavy packets can still give a large bias, because runs with more packets than average fill the wall and are clipped; expected deposits are free of clipping if $ws\le f$. For $s=1$, $f=0.001$ and $v_F=0.277$ the first-order term at $w=0.2$ is 0.0007, while the full Poisson average gives 0.056.

\section{The size of the effect}

Take a trimethylaluminium dose at 473 K and 10 mTorr, with the rough values $s=0.01$ and 4 sites/nm$^2$. The kinetic flux $p/\sqrt{2\pi mk_BT}$ is $1.90\times10^4$ nm$^{-2}$s$^{-1}$. For $x=2$ one needs $F=2/0.01=200$, and hence an exposure of $200\times4/(1.90\times10^4)$ s, or 42 ms. The open patch used above is 10 nm by 10 nm with 400 sites; its packets carry 8000 molecules each, so $w=20$ and $a=0.20$.

Give the same exposure to a pore with $R=50$ nm and $f=0.01$. Its flat mouth has the area $4\pi R^2f(1-f)$ and its wall $4\pi R^2(1-f)$. Their ratio is $f$, so $F=0.01\times200=2$. The mean-field vacancy is 0.277, with $P(1)=0.5025$, $P_F=0.2173$ and $P'_F=0.616$. Thus
\begin{equation}
\frac{E[v]-v_F}{w}\simeq\frac{0.2173}{2}
\left[2(0.616)-\ln\frac{0.5025}{0.2173}\right]
=0.134-0.091=0.043 .
\end{equation}
For $w=0.2$, again ten packets on average, the predicted bias is 0.0086 and the full Poisson average gives 0.0084, or 3\% of the vacancy. Exactly ten packets give $-0.019$. All-or-nothing sticking has $\eta=0$ or 1, hence $Q=P$, and its bias is $+0.021$.

A packet whose weight is attenuated along a random path lies between these schemes if the wall is updated only after its flight: $E[\eta]=P$ then holds, and $0\le\eta\le1$ implies $P^2\le Q\le P$. Its computed bias at $w=0.05$ is 0.0030, against 0.0021 for expected deposits and 0.0054 for all-or-nothing sticking. If the wall is updated at every hit instead, the packet meets sites already depleted by its own earlier deposits. Its mean deposit then falls below $P(v)$ by an amount of order $w$, which adds to the upward bias and in this pore carries it above the all-or-nothing value, to 0.0096 at $w=0.05$. Averaging more runs does not remove these biases; lighter packets reduce them, in proportion to $w$ once the first-order term dominates. That is already so at $w=0.2$ for expected deposits in this pore, but for $s=0.5$, $f=0.01$ and $F=1$ halving $w$ from 0.2 lowers the expected-deposit bias only by a factor of about 1.55.

For a real surface the sticking coefficient is an uncertain input. Sites of unequal reactivity and steric hindrance violate the single-site law, and $s$ is then an effective value. Changing it by $\pm20\%$ at fixed exposure moves the open-patch vacancy from 0.135 to 0.091 or 0.202. At the pore mouth, of radius 10 nm, an assumed molecular diameter of 0.6 nm raises the pore vacancy from 0.277 to about 0.29, more than the expected-deposit bias at $w=0.2$. Ballistic flight is safe here, with a mean free path of about 3 mm. For an assumed physisorption energy of 0.6 eV and attempt rate of $10^{13}$ s$^{-1}$, weakly bound molecules occupy about 0.1\% of the sites, and the mean delay in the pore is at most about 0.025 ms. This bound is the delay of a molecule that never sticks and makes on average $1/f=100$ wall hits; sticking shortens it. The numerical output lists these values, with the bound under the label of mean delay.

A biased mean coverage therefore calls for a look at the arrival statistics, at clipping and at transport feedback before the deposition factor is changed. On an open patch with Poisson arrivals, no clipping and uptake linear in $v$, lighter packets reduce the noise and leave the mean where it was. Surface kinetics that are nonlinear in $v$ bring the bias of Eq.~(\ref{eq:bias}) to the open patch as well: with expected deposits, $a=0.2$ and $sF=2$, two-site sticking $sv^2$ gives $-3\%$, and precursor-mediated sticking $sv/[v+0.5(1-v)]$ gives $+27\%$.

\section*{Computed values}
\begin{verbatim}
Temperature 473 K, pressure 10 mTorr
Molecular mass 72.09 u, initial sticking 0.01
Site density 4.0 per nm^2
Incident flux 1.902e+04 per nm^2 per s
Exposure time 42.05 ms, x = 2.0
Open patch 100 nm^2, sites 400
Packet: 8000 molecules, w = 20, a = 0.20
Mean number of hits 10.0
Vacancy, exponential law 0.13534
Vacancy, fixed count 0.10737
  relative bias, fixed count -20.66 %
Vacancy, Poisson mean 0.13534
  standard deviation of one patch 0.09491
  share of runs below exponential law 66.7 %
  geometric mean of vacancy 0.10737
Exponential factor per hit, Poisson mean 0.16321
  relative bias 20.60 %
Clipped packets, w = 200, a = 2.0: mean 0.36788
40 launched on 4 patches: simulated 0.12842
  standard error 0.00006, formula 0.12851
1000 launched on 100 patches: formula 0.13506
  relative bias -0.20 %
All-or-nothing, w = 0.2: mean 0.13534
  standard deviation 0.15298
Pore radius 50 nm, mouth radius 9.95 nm
Mouth fraction f = 0.01, wall sites 124407
Entering molecules per wall site F = 2.000
P(1): formula 0.5025, ray tracing 0.5024
Pore mean-field vacancy 0.27689
P at end 0.21732, dP/dv at end 0.61599
Bias/w: finite step -0.09108, count 0.13387
Bias/w: expected deposit 0.04278
Bias/w: attenuated path 0.06075
Bias/w: all-or-nothing 0.10865
Pore packet w = 0.20: 24881 molecules
  fixed-count bias -0.01891
  Poisson expected-deposit bias 0.00844
  Poisson all-or-nothing bias 0.02092
Pore packet w = 0.05: 6220 molecules
  fixed-count bias -0.00460
  Poisson expected-deposit bias 0.00213
  Poisson all-or-nothing bias 0.00539
Attenuated-path bias at w = 0.05: 0.00302
Bias with single real molecules 8.73e-07
Open vacancy, sticking -20 %: 0.2019
Open vacancy, sticking +20 %: 0.0907
Molecular noise of open patch 0.0171
Gas mean free path 3.06 mm
Assumed molecular diameter 0.6 nm
Assumed physisorption energy 0.6 eV
Assumed attempt rate 1e+13 per s
Physisorbed molecules per site 1.18e-03
Mean delay in pore 0.0247 ms
Pore vacancy with finite molecule size 0.28682
\end{verbatim}
